# Leading QED correction to the ionization energy of ground-state helium: a numerical check

```python
# Leading QED (alpha^3 hartree) shift of the helium ionization energy, atomic units, clamped nucleus.
#  E(He)  = a^3{(4Z/3)(19/30-2ln a-lnk0)2 d1 + (164/15+(14/3)ln a) d12 - (7/6pi) P}
#  E(He+) = a^3 (4Z/3)(19/30-2ln a-lnk0(H)-2ln Z) Z^3/pi ;   dI = E(He+) - E(He)
#  a = fine-structure constant, d1=<delta(r1)>, d12=<delta(r12)>, lnk0 = Bethe log (k0 in rydberg),
#  P = lim <theta(r12-c)/r12^3> + 4pi(gamma+ln c) d12  (Araki-Sucher expectation value).
# Given data: lnk0(He), 164/15, 7/6pi, tabulated d1, d12, P and E. The last four are recomputed here,
# and 19/30, the (14/3)ln a term and the hydrogenic Bethe logarithm are tested independently.
import numpy as np, mpmath as mp
from scipy.linalg import eigh
from scipy.special import roots_laguerre, roots_legendre
from scipy.constants import alpha, physical_constants as pc
mp.mp.dps = 20
pi, gam, Z, lna = np.pi, np.euler_gamma, 2.0, np.log(alpha)
GHZ = pc['hartree-hertz relationship'][0]/1e9
LNK_HE, D1, D12, PAS, E_TAB = 4.370160, 1.810429318, 0.106345371, 0.989273544, -2.903724377

# ---- the constant 19/30, in units of (4 Z a^3/3) delta(r) ----
mu = mp.mpf('1e-8')                       # photon mass / electron mass
def slope(w):                             # vertex integrand for F1'(0)/(a/2pi), w = 1-z
    D = w*w + mu**2*(1-w)
    return w**3/6/D + (w*(1-w) + w**3/6)/D + (w*w+2*w-2)*w**3/6/D**2
c_f1 = float(1.5*mp.quad(slope, [0]+[mp.mpf(10)**j for j in range(-10, 1)]) + mp.log(mu))
f2 = float(mp.quad(lambda z: mp.quad(lambda x: 2*z*(1-z)/(1-z)**2, [0, 1-z]), [0, 1]))
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
g0 = np.diag([1, 1, -1, -1]).astype(complex)
gj = [np.block([[0*s, s], [-s, 0*s]]) for s in sig]
q = np.array([0.3, -0.2, 0.5]); En = np.sqrt(1+q@q/4); chi = np.array([0.6, 0.8j])
spinor = lambda p: np.sqrt(En+1)*np.r_[chi, np.tensordot(p, sig, 1)@chi/(En+1)]
pauli = sum(1j*(0.5j*(g0@g-g@g0))*(-qi) for g, qi in zip(gj, q))/2
ubar = spinor(q/2).conj()@g0
assert abs(ubar@g0@spinor(-q/2) - 2) < 1e-12
gE = (-(ubar@pauli@spinor(-q/2))/(2*q@q)).real
c_f2 = 4*pi*gE*f2/(2*pi)*0.75
K = mp.mpf(10)**5                         # soft cutoff / photon mass
c_soft = float(1.5*mp.quad(lambda k: k*k/(k*k+1)**1.5*(1-k*k/(3*(k*k+1))),
                           [0]+[mp.mpf(10)**j for j in range(6)]) - mp.log(2*K))
c_vp = float(-(2/(3*mp.pi))*0.75*mp.quad(
    lambda t: (1+1/(2*t*t))*mp.sqrt(t*t-1)/t**2*4*mp.pi/(2*t)**2, [1, 2, mp.inf]))
c_tot = c_f1 + c_f2 - c_soft + c_vp
for got, ref in [(c_f1, -3/8), (c_f2, 3/8), (c_soft, -5/6), (c_vp, -1/5), (c_tot, 19/30)]:
    assert abs(got-ref) < 1e-6            # neglected terms are of order mu

# ---- hydrogen Bethe logarithm from exact oscillator strengths ----
def osc(fun):
    fn = lambda n: 256*n**5*(n-1)**(2*n-4)/(3*(n+1)**(2*n+4))*fun((1-1/n**2)/2)
    def fc(k):
        den = 1 if k < 1e-3 else -mp.expm1(-2*mp.pi/k)
        return k*256*mp.exp(-4*mp.atan(k)/k)/(3*(1+k*k)**4*den)*fun((1+k*k)/2)
    return float(mp.nsum(fn, [2, mp.inf]) + mp.quad(fc, [0, 1, 4, 30, 1000, mp.inf]))
s0, s2 = osc(lambda w: 1), osc(lambda w: w*w)
assert abs(s0-1) < 1e-9 and abs(s2-4/3) < 1e-9
lnk_h = osc(lambda w: w*w*mp.log(2*w))/s2
lnk_ion = lnk_h + 2*np.log(Z)
# independent road at Z=2: resolvents in the p-wave basis r^2 exp(-b r); ln w = int dk (w-1)/((1+k)(w+k))
b = 0.13*1.6**np.arange(40); B = b[:, None]+b[None, :]
S1 = 24/B**5; A1 = 12*np.outer(b, b)/B**5 - 6*Z/B**4 + Z*Z/2*S1
acc = 2*Z**2.5/(b+Z)**2
def res(k):
    M = A1 + k*S1; d = 1/np.sqrt(np.diag(M))
    return d*np.linalg.solve(M*np.outer(d, d), d*acc)
x0 = res(0.0); Dsum = acc@x0; left = acc - S1@x0
lnk_basis = np.log(2) + sum(0.25*k*(left@res(k))/(1+k) for k in np.exp(np.arange(-25, 45, 0.25)))/Dsum
assert abs(Dsum/(2*pi*Z*Z**3/pi) - 1) < 1e-5
assert abs(lnk_basis-lnk_ion) < 2e-4      # finite basis: missing tail and spacing of exponents

# ---- logarithmic identity for P on hydrogen 1s versus the cutoff definition ----
cut = mp.mpf('1e-10')
p_cut = 4*(mp.quad(lambda r: mp.exp(-2*r)/r, [cut*100**j for j in range(6)]+[5, mp.inf])+mp.euler+mp.log(cut))
p_log = 4*(1+mp.euler) + mp.quad(lambda r: 4*r*mp.log(r)*mp.exp(-2*r)*(4*(1/r-0.5)-2), [0, 1, 5, mp.inf])
assert abs(p_cut-p_log) < 1e-8

# ---- variational helium: Laguerre products in perimetric coordinates times exp(-zeta(r1+r2)) ----
zeta = 2.4
def lag(n, x):
    L = np.ones((n+1, x.size)); L[1] = 1-x
    for k in range(1, n):
        L[k+1] = ((2*k+1-x)*L[k] - k*L[k-1])/(k+1)
    return L, -(np.cumsum(L, 0)-L) - L/2   # value, derivative including exp(-x/2)
def peri(n, r1, r2, r12):
    return lag(n, zeta*(r2+r12-r1)) + lag(n, zeta*(r1+r12-r2)) + lag(n, 2*zeta*(r1+r2-r12))
chain = lambda a, b_, c: (zeta*(-a+b_+2*c), zeta*(a-b_+2*c), zeta*(a+b_-2*c))
def geom(r1, r2, r12):
    return ((r1**2-r2**2+r12**2)/(2*r1*r12), (r2**2-r1**2+r12**2)/(2*r2*r12), -Z/r1-Z/r2+1/r12)
def solve(om):
    n = om+4; y, wy = roots_laguerre(n); x, wx = roots_legendre(n); x, wx = x[n//2:], 2*wx[n//2:]
    u, w, X = [a.ravel() for a in np.meshgrid(y/(2*zeta), y/(2*zeta), x, indexing='ij')]
    r1, r2 = (u+w+u*X)/2, (u+w-u*X)/2
    sw = np.sqrt(4*pi**2*r1*r2*u*u*np.einsum('i,j,k->ijk', wy, wy, wx).ravel())/(2*zeta)
    l, m, k = np.array([(i, j, t) for i in range(om+1) for j in range(i, om+1-i)
                        for t in range(om+1-i-j)]).T
    Fa, Ga, Fb, Gb, Fc, Gc = peri(om, r1, r2, u)
    sym = lambda a, b_, c: (a[l]*b_[m] + a[m]*b_[l])*c[k]*sw
    f = sym(Fa, Fb, Fc)
    d1, d2, d12 = chain(sym(Ga, Fb, Fc), sym(Fa, Gb, Fc), sym(Fa, Fb, Gc))
    c1, c2, V = geom(r1, r2, u); M = (d1*c1+d2*c2)@d12.T
    T = 0.5*(d1@d1.T + d2@d2.T + 2*d12@d12.T + M + M.T)
    e, v = eigh(T+(f*V)@f.T, f@f.T, subset_by_index=[0, 0]); v = v[:, 0]
    C = np.zeros((om+1,)*3); np.add.at(C, (l, m, k), v); np.add.at(C, (m, l, k), v)
    return e[0], v@T@v, C, l.size
tau = np.arange(-3.2, 3.31, 0.1); ug = np.exp(tau-np.exp(-tau)); wu = 0.1*ug*(1+np.exp(-tau))
def radial(E, C, side):   # density h(u) and shell integral of G=4(E-V)psi^2-2|grad psi|^2, u = r12 or r1
    n = len(C); y, wy = roots_laguerre(22); x, wx = roots_legendre(28)
    sc = 2*zeta if side == 'r12' else zeta
    w, X = [a.ravel() for a in np.meshgrid(y/sc, x, indexing='ij')]
    wt = np.outer(wy*np.exp(y)/sc, wx).ravel(); h, G = [], []
    for u in ug:
        p, s, uu = (u+w+u*X)/2, (u+w-u*X)/2, u+0*w
        r = (p, s, uu) if side == 'r12' else (uu, p, s)
        Fa, Ga, Fb, Gb, Fc, Gc = peri(n-1, *r); ex = np.exp(-zeta*(r[0]+r[1]))
        t, tg = [(C.reshape(n*n, n)@a).reshape(n, n, -1) for a in (Fc, Gc)]
        con = lambda a, tt, bb: ex*np.sum(a*np.einsum('lmp,mp->lp', tt, bb), 0)
        psi = con(Fa, t, Fb)
        d1, d2, d12 = chain(con(Ga, t, Fb), con(Fa, t, Gb), con(Fa, tg, Fb))
        c1, c2, V = geom(*r); base = 4*pi**2*p*s*wt
        h.append(base@psi**2/(4*pi))
        G.append(u*u*(base@(4*(E-V)*psi**2 - 2*(d1**2+d2**2+2*d12**2+2*d12*(c1*d1+c2*d2)))))
    h, G = np.array(h), np.array(G)
    assert abs(wu@(4*pi*ug**2*h) - 1) < 1e-8
    return h, G
out = {}
for om in (12, 16):
    E, T, C, nb = solve(om)
    h1, G1 = radial(E, C, 'r1'); h, G = radial(E, C, 'r12')
    d1g, d12g = wu@(G1/ug)/(4*pi), wu@(G/ug)/(8*pi)
    pg = 4*pi*(1+gam)*d12g + 0.5*wu@(G*np.log(ug)/ug)
    pdir = 4*pi*wu@((h-h[0]*np.exp(-ug))/ug)
    out[om] = (nb, E, d1g, d12g, pg)
assert abs(E-E_TAB) < 1e-7 and abs(T/E+1) < 1e-6
assert abs(h1[0]-d1g) < 5e-4 and abs(h[0]-d12g) < 2e-4 and abs(pdir-pg) < 1e-2  # local forms converge slowly
assert abs(d1g-D1) < 1e-5 and abs(d12g-D12) < 3e-6 and abs(pg-PAS) < 2e-4
p_compton = 4*pi*wu@((h-h[0]*np.exp(-ug/alpha))/ug)   # P with lengths in hbar/mc, divided by a^3
assert abs(-7/(6*pi)*(p_compton-pdir) - 14/3*lna*h[0]) < 1e-6

# ---- worked example ----
def he_terms(d1, d12, p, lnk):
    return 4*Z/3*(19/30-2*lna-lnk)*2*d1, (164/15+14/3*lna)*d12, -7/(6*pi)*p
t1, t2, t3 = he_terms(D1, D12, PAS, LNK_HE); e_he = t1+t2+t3
d_ion = Z**3/pi; e_ion = 4*Z/3*(19/30-2*lna-lnk_ion)*d_ion
u3 = alpha**3*GHZ; dI = e_ion-e_he
dI_own = 4*Z/3*(c_tot-2*lna-lnk_ion)*d_ion - (4*Z/3*(c_tot-2*lna-LNK_HE)*2*d1g
                                             + sum(he_terms(d1g, d12g, pg, LNK_HE)[1:]))
assert abs(dI_own-dI)*u3 < 2e-3
dI_swap = e_ion - sum(he_terms(D1, D12, PAS, lnk_ion))
contact = -4*Z/3*(19/30-2*lna-lnk_ion)*(2*D1-d_ion)
assert abs(dI_swap-dI) < 1e-3*abs(dI) and 0.05 < (t2+t3)/contact < 0.15
print(f"input lnk0(He) = {LNK_HE:.6f}; tabulated E = {E_TAB:.9f} Eh")
print(f"input d1 = {D1:.9f}, d12 = {D12:.9f}, P = {PAS:.9f} a0^-3")
print(f"alpha = {alpha:.10e}, ln alpha = {lna:.7f}, alpha^3 = {alpha**3:.7e}")
print(f"1 Eh = {GHZ:.7e} GHz; alpha^3 Eh = {u3:.6f} GHz; alpha^4 Eh = {u3*alpha:.5f} GHz")
print(f"constants: F1 {c_f1:.6f}, F2 {c_f2:.6f}, soft massive {c_soft:.6f}, Uehling {c_vp:.6f}")
print(f"sum of constants = {c_tot:.6f} (19/30 = {19/30:.6f})")
print(f"hydrogen sums: f = {s0:.9f}, f w^2 = {s2:.9f} Eh^2")
print(f"lnk0(H) = {lnk_h:.7f}; 2 ln Z = {2*np.log(Z):.7f}; lnk0(He+) = {lnk_ion:.7f}")
print(f"lnk0(He+) from basis resolvent = {lnk_basis:.5f}; <p(H-E)p> = {Dsum:.5f} a.u.")
print(f"H 1s P: cutoff {float(p_cut):.8f}, log identity {float(p_log):.8f} a0^-3")
for om, (nb, e, a1, a2, a3) in out.items():
    print(f"order {om}, {nb} functions, zeta {zeta}: E = {e:.9f} Eh")
    print(f"  global forms: d1 = {a1:.7f}, d12 = {a2:.7f}, P = {a3:.6f} a0^-3")
print(f"  direct forms (order 16): d1 = {h1[0]:.6f}, d12 = {h[0]:.6f}, P = {pdir:.5f} a0^-3")
print(f"  virial -T/E = {-T/E:.8f}; P in Compton units / alpha^3 = {p_compton:.5f}")
print(f"bracket He = {19/30-2*lna-LNK_HE:.6f}; bracket He+ = {19/30-2*lna-lnk_ion:.6f}")
print(f"e-e coefficient = {164/15+14/3*lna:.6f}; 7/(6 pi) = {7/(6*pi):.6f}")
print(f"2 d1 = {2*D1:.6f}; Z^3/pi = {d_ion:.6f}; excess = {2*D1-d_ion:.6f} a0^-3")
print(f"He nuclear term = {t1:.5f} alpha^3 Eh")
print(f"He delta(r12) term = {t2:.5f} alpha^3 Eh")
print(f"He Araki-Sucher term = {t3:.5f} alpha^3 Eh")
print(f"E(He) = {e_he:.5f} alpha^3 Eh = {e_he*u3:.3f} GHz")
print(f"E(He+) = {e_ion:.5f} alpha^3 Eh = {e_ion*u3:.3f} GHz")
print(f"dI = {dI:.5f} alpha^3 Eh = {dI*alpha**3:.5e} Eh = {dI*u3:.3f} GHz")
print(f"dI from own expectation values = {dI_own*u3:.3f} GHz")
print(f"parts of dI: excess contact {contact*u3:.3f}, lnk0 difference {(dI-dI_swap)*u3:.4f} GHz")
print(f"parts of dI: delta(r12) {-t2*u3:.3f}, Araki-Sucher {-t3*u3:.3f} GHz")
print(f"d(dI)/d lnk0(He) = {4*Z/3*2*D1*u3:.3f} GHz; lnk0(He+)-lnk0(He) = {lnk_ion-LNK_HE:.6f}")
mM = pc['electron to alpha particle mass ratio'][0]
print(f"m/M = {mM:.4e}; recoil scale (m/M)|dI| = {mM*abs(dI)*u3:.4f} GHz")
print("all good")
```

Running it gives:

```
input lnk0(He) = 4.370160; tabulated E = -2.903724377 Eh
input d1 = 1.810429318, d12 = 0.106345371, P = 0.989273544 a0^-3
alpha = 7.2973525643e-03, ln alpha = -4.9202437, alpha^3 = 3.8859391e-07
1 Eh = 6.5796839e+06 GHz; alpha^3 Eh = 2.556825 GHz; alpha^4 Eh = 0.01866 GHz
constants: F1 -0.375000, F2 0.375000, soft massive -0.833333, Uehling -0.200000
sum of constants = 0.633333 (19/30 = 0.633333)
hydrogen sums: f = 1.000000000, f w^2 = 1.333333333 Eh^2
lnk0(H) = 2.9841286; 2 ln Z = 1.3862944; lnk0(He+) = 4.3704229
lnk0(He+) from basis resolvent = 4.37042; <p(H-E)p> = 31.99999 a.u.
H 1s P: cutoff -2.77258872, log identity -2.77258872 a0^-3
order 12, 252 functions, zeta 2.4: E = -2.903724371 Eh
  global forms: d1 = 1.8104280, d12 = 0.1063454, P = 0.989282 a0^-3
order 16, 525 functions, zeta 2.4: E = -2.903724376 Eh
  global forms: d1 = 1.8104290, d12 = 0.1063454, P = 0.989276 a0^-3
  direct forms (order 16): d1 = 1.810423, d12 = 0.106351, P = 0.98901 a0^-3
  virial -T/E = 1.00000000; P in Compton units / alpha^3 = 7.56465
bracket He = 6.103661; bracket He+ = 6.103398
e-e coefficient = -12.027804; 7/(6 pi) = 0.371362
2 d1 = 3.620859; Z^3/pi = 2.546479; excess = 1.074380 a0^-3
He nuclear term = 58.93465 alpha^3 Eh
He delta(r12) term = -1.27910 alpha^3 Eh
He Araki-Sucher term = -0.36738 alpha^3 Eh
E(He) = 57.28817 alpha^3 Eh = 146.476 GHz
E(He+) = 41.44580 alpha^3 Eh = 105.970 GHz
dI = -15.84237 alpha^3 Eh = -6.15625e-06 Eh = -40.506 GHz
dI from own expectation values = -40.506 GHz
parts of dI: excess contact -44.709, lnk0 difference -0.0065 GHz
parts of dI: delta(r12) 3.270, Araki-Sucher 0.939 GHz
d(dI)/d lnk0(He) = 24.688 GHz; lnk0(He+)-lnk0(He) = 0.000263
m/M = 1.3709e-04; recoil scale (m/M)|dI| = 0.0056 GHz
all good
```
